\section*{The Nearly Fourfold Switch-Off Burst of an Overcoupled Single-Port Cavity}

\section{The result and its cause}

A cavity with one port is driven on resonance at constant input power $P$ until its field is steady. The input is then cut in a time much shorter than the field lifetime. If the cavity is strongly overcoupled, the output does not fall but jumps up. For any coupling, the output power after the cut is
\begin{equation}
P_{\rm out}(t)=4\eta^2P\,e^{-\kappa t},\qquad \eta=\frac{\kappa_e}{\kappa},\qquad \kappa=\kappa_e+\kappa_i .
\label{eq:main}
\end{equation}
Here $t$ is the time since the cut, $\kappa_e$ is the rate at which stored energy leaves through the port, and $\kappa_i$ is the rate at which it is lost inside. Strong overcoupling means $\kappa_e\gg\kappa_i$, so that $\eta\to1$ and the burst approaches $4P$.

The cause is interference. Before the cut, the output is the sum of two waves: input light sent straight back without entering the cavity, and light leaking from the cavity. On resonance they have opposite signs, and with strong overcoupling the leaking wave has nearly twice the amplitude of the prompt one. Their sum has an amplitude near one, so the steady output looks like ordinary reflection. Cutting the input removes the prompt wave at once, while the stored field cannot change at once. The leaking wave is left alone, with amplitude two and power four. Its energy was stored while the cavity was filling; there is no gain.

\section{Derivation}

\subsection{Coupling to the port}

Let $s(t)$ be the input envelope, with $|s|^2$ the input power, and $a(t)$ the cavity envelope, with $|a|^2$ the stored energy. Both multiply $e^{-i\omega t}$, where $\omega$ is the drive frequency. The cavity resonates at $\omega_0$, and $\delta=\omega_0-\omega$. For one linear mode,
\begin{equation}
\dot a=-\left(\frac{\kappa}{2}+i\delta\right)a+g\,s,\qquad s_{\rm out}=s+d\,a .
\label{eq:cmt}
\end{equation}
The phase reference of the output is chosen so that the prompt wave is $+s$. Energy conservation fixes $g$ and $d$. It requires
\begin{equation}
\frac{d|a|^2}{dt}=|s|^2-|s_{\rm out}|^2-\kappa_i|a|^2 .
\label{eq:balance}
\end{equation}
The left side follows from $d|a|^2/dt=2\,{\rm Re}(a^*\dot a)$, in which the $i\delta$ term drops out:
\begin{equation}
\frac{d|a|^2}{dt}=-\kappa|a|^2+2\,{\rm Re}(g\,a^*s).
\end{equation}
On the right side, $|s+da|^2=|s|^2+|d|^2|a|^2+2\,{\rm Re}(d^*a^*s)$, which gives
\begin{equation}
-(|d|^2+\kappa_i)|a|^2-2\,{\rm Re}(d^*a^*s).
\end{equation}
The two sides must agree for every $a$ and $s$. The terms in $|a|^2$ give $|d|^2=\kappa-\kappa_i=\kappa_e$. The phase of $a^*s$ is arbitrary, so the cross terms give $g=-d^*$. The phase of $a$ is still free, and we use it to set $d=-\sqrt{\kappa_e}$, hence $g=+\sqrt{\kappa_e}$. The relative minus sign is a consequence of energy conservation.

\subsection{Before and after the cut}

On resonance $\delta=0$. Setting $\dot a=0$ gives
\begin{equation}
a=\frac{2\sqrt{\kappa_e}}{\kappa}\,s,\qquad
s_{\rm out}=s-\sqrt{\kappa_e}\,a=s-2\eta s=(1-2\eta)s .
\label{eq:steady}
\end{equation}
The steady output power is therefore $(2\eta-1)^2P$. After the cut, $s=0$ and $\dot a=-\kappa a/2$. The field $a$ starts from its steady value, because a finite drive cannot change it in zero time. Thus
\begin{equation}
s_{\rm out}(t)=-2\eta\,s_0\,e^{-\kappa t/2},
\end{equation}
where $s_0$ is the former input, and squaring gives Eq.~(\ref{eq:main}).

At critical coupling, $\eta=1/2$, the two waves cancel: the steady output is zero and the burst equals $P$. For $\eta<1/2$ the burst is weaker than the input. Only an overcoupled cavity, $\eta>1/2$, exceeds it, and it does so for a time
\begin{equation}
t_P=\frac{\ln(4\eta^2)}{\kappa}.
\label{eq:duration}
\end{equation}

\subsection{Why the leaking wave has amplitude two}

The factor two can be found without solving for $a$. Without internal loss, the steady output power must equal the input power. If the leaking wave is $-Ls$ with $L$ real and positive, then $|1-L|=1$. The solution $L=0$ describes an empty cavity, which leaves $L=2$.

The same reasoning gives a ceiling. In any passive linear one-port driven steadily at one frequency, both the prompt wave and the total output have amplitudes no larger than $|s|$. The leaking wave is their difference, so its amplitude is at most $2|s|$. Immediately after the cut the output thus cannot exceed $4P$. The bound holds only at that instant. With several modes the output can rise above it later: a lossless resonant mode followed by a detuned mode that decays 50 times faster can reach about $4.5P$.

Within the one-mode model, no other drive before the cut, if limited to power $P$, gives a stronger burst after it. The solution of Eq.~(\ref{eq:cmt}) on resonance obeys
\begin{equation}
|a|\le\sqrt{\kappa_eP}\int_0^\infty e^{-\kappa t'/2}\,dt'=\frac{2\sqrt{\kappa_eP}}{\kappa},
\end{equation}
which is the steady value.

The interference account makes a second prediction. If the sign of the input is reversed instead of the input being cut, the prompt wave becomes $-s_0$ and adds to the leaking wave $-2\eta s_0$. The output power jumps to $(1+2\eta)^2P$, near $9P$. This was tested on a ring followed turn by turn, as described in Section~\ref{sec:ring}. For $\eta=0.9$ it gave $3.238P$ after a cut and $7.835P$ after a sign reversal, against $4\eta^2=3.24$ and $(1+2\eta)^2=7.84$.

\subsection{Where the energy comes from}

From Eq.~(\ref{eq:steady}), the stored energy is
\begin{equation}
U=|a|^2=\frac{4\kappa_e}{\kappa^2}P=\frac{4\eta P}{\kappa}.
\end{equation}
The burst carries
\begin{equation}
\int_0^\infty4\eta^2P\,e^{-\kappa t}\,dt=\frac{4\eta^2P}{\kappa}=\eta U,
\end{equation}
and the remaining $(1-\eta)U$ is lost inside.

This energy was withheld from the output during filling. If the input starts at $t=0$ with the cavity empty, $a$ approaches its steady value as $1-e^{-\kappa t/2}$. For $\eta=1$, with $y=e^{-\kappa t/2}$, the output is $s[1-2(1-y)]=s(2y-1)$. It starts at $s$, passes through zero and settles at $-s$. The missing energy is
\begin{equation}
P\int_0^\infty\left[1-(2y-1)^2\right]dt
=P\int_0^\infty(4y-4y^2)\,dt
=P\left(\frac{8}{\kappa}-\frac{4}{\kappa}\right)=\frac{4P}{\kappa},
\end{equation}
which is the energy of the later burst. The turn-by-turn sums gave $4.000P/\kappa$ for both.

A drive of finite duration $T_{\rm on}$ fills the cavity incompletely and multiplies the burst power by $(1-e^{-\kappa T_{\rm on}/2})^2$. To come within 1\% of the full burst requires $2e^{-\kappa T_{\rm on}/2}\lesssim0.01$, or about $5.3$ amplitude lifetimes $2/\kappa$.

\section{What reduces the burst}

\subsection{Detuning}

For $\delta\ne0$ the steady field is $a=\sqrt{\kappa_e}\,s/(\kappa/2+i\delta)$. With $x_\delta=2\delta/\kappa$, the leaking amplitude is $2\eta/(1+ix_\delta)$, and
\begin{equation}
\frac{P_{\rm burst}}{P}=\frac{4\eta^2}{1+x_\delta^2}.
\label{eq:detuning}
\end{equation}
A detuning of half a linewidth, $x_\delta=1$, halves the burst. For a strongly overcoupled cavity, the steady output power is a poor guide to this error:
\begin{equation}
\left|1-\frac{2\eta}{1+ix_\delta}\right|^2
=1-\frac{4\eta}{1+x_\delta^2}+\frac{4\eta^2}{1+x_\delta^2}
=1-\frac{4\eta(1-\eta)}{1+x_\delta^2}.
\label{eq:dip}
\end{equation}
As $\eta\to1$ the resonance dip disappears, although the burst still depends on tuning. A strongly overcoupled cavity is then better tuned by the phase of its output, or by the burst itself.

\subsection{A switch of finite speed}

Let the input amplitude fall linearly to zero in a time $T_f$, on resonance. Define $x=\kappa t/2$, $\tau=\kappa T_f/2$, $\sigma=s/s_0=1-x/\tau$, and let $u$ be $a$ divided by its initial steady value. Equation~(\ref{eq:cmt}) becomes $du/dx=-u+\sigma$. The lag $D=u-\sigma$ then obeys
\begin{equation}
\frac{dD}{dx}=-D+\frac1\tau,\qquad D(0)=0,\qquad D=\frac{1-e^{-x}}{\tau}.
\end{equation}
Since $s_{\rm out}/s_0=\sigma-2\eta u=-[(2\eta-1)\sigma+2\eta D]$, the output magnitude during the fall, relative to $|s_0|$, is
\begin{equation}
m(x)=(2\eta-1)\left(1-\frac{x}{\tau}\right)+\frac{2\eta}{\tau}\left(1-e^{-x}\right)
\label{eq:ramp}
\end{equation}
for $\eta>1/2$. Its slope, $[2\eta e^{-x}-(2\eta-1)]/\tau$, is positive at first and vanishes at $x_*=\ln[2\eta/(2\eta-1)]$. If $\tau\le x_*$, the peak comes at the end of the fall, and
\begin{equation}
\frac{P_{\rm peak}}{P}=4\eta^2\left(\frac{1-e^{-\tau}}{\tau}\right)^2\simeq4\eta^2(1-\tau),
\label{eq:fast}
\end{equation}
where the last form holds for $\tau\ll1$. For a longer fall, the peak comes at $x_*$, while the input is still on. In the limit $\tau\to\infty$ the peak returns to the steady output, $(2\eta-1)^2P$.

For $\eta=0.9$, the ring gave peaks of $3.08P$, $2.54P$ and $1.83P$ at $\tau=0.05$, $0.25$ and $0.60$. At $\tau=2$ the peak was $0.95P$: above the steady $0.64P$, but no longer above the input. All four agree with Eq.~(\ref{eq:ramp}) to within $0.005P$.

\subsection{The round trip in a ring}
\label{sec:ring}

The one-mode equation assumes that little light leaves per round trip. A ring beside a waveguide shows what happens otherwise. Let the coupler transmit field amplitude $r$ and transfer $ik$, with $k^2=1-r^2$. Let one turn, of duration $T$, multiply the field by a real $A\le1$ on resonance. If $c$ is the field arriving at the coupler inside the ring,
\begin{equation}
s_{\rm out}(t)=r\,s(t)+ik\,c(t),\qquad
c(t)=A\left[r\,c(t-T)+ik\,s(t-T)\right].
\label{eq:ring}
\end{equation}
Iterating these relations from an empty ring requires no decay rate and no cavity mode, so it is an independent test of the formulas above. In steady state $c=iAk\,s/(1-Ar)$, and the leaking wave $ikc=-Ls$ has
\begin{equation}
L=\frac{A(1-r^2)}{1-Ar}.
\label{eq:L}
\end{equation}
Without loss, $A=1$ and $L=1+r$, which is below two for any nonzero coupling. After an abrupt cut the output stays constant for one turn and then falls in steps, each multiplying the field by $rA$.

Matching the decay gives $rA=e^{-\kappa T/2}$, with $r=e^{-\kappa_eT/2}$ and $A=e^{-\kappa_iT/2}$. Let $q=\kappa T\ll1$. To first order in the corrections, $1-r^2\simeq\eta q(1-\eta q/2)$, $A\simeq1-(1-\eta)q/2$ and $1-Ar\simeq(q/2)(1-q/4)$. Hence
\begin{equation}
L\simeq2\eta\left[1-\frac{\eta q}{2}-\frac{(1-\eta)q}{2}+\frac q4\right]
=2\eta\left(1-\frac q4\right),\qquad
L^2\simeq4\eta^2\left(1-\frac{\kappa T}{2}\right).
\label{eq:first}
\end{equation}

This correction should not be multiplied by that of a slow switch. Suppose the fall lasts $N=T_f/T$ whole turns. At its end, the light reaching the coupler entered at least one turn earlier. The input deficits it carries are $1-j/N$ for $j=1,\dots,N$, and they sum to $(N-1)/2$. To first order each has weight $1-Ar\simeq q/2$, so the leaking amplitude is reduced by the fraction $q(N-1)/4=\tau/2-q/4$. Combined with Eq.~(\ref{eq:first}), the terms in $q/4$ cancel and $2\eta(1-\tau/2)$ remains. This is the one-mode result.

\section{A silicon nitride microring}

\subsection{The size of the burst}

Take an all-pass ring near 1550~nm with radius 100~$\mu$m, group index 2.1, propagation loss 0.05~dB/cm and 2\% power coupling. These are rough values for a low-loss silicon nitride ring. The input is 0.1~mW. One turn lasts 4.40~ps, and the rates are $\kappa_e=4.59$~ns$^{-1}$ and $\kappa_i=0.164$~ns$^{-1}$. Therefore
\begin{equation}
\kappa=4.755~{\rm ns^{-1}},\qquad
\eta=\frac{4.590}{4.755}=0.965,\qquad
4\eta^2=3.73 .
\end{equation}
The loaded $Q$ is $2.6\times10^5$ and the amplitude lifetime $2/\kappa$ is 421~ps. The steady output is $0.87P$, and the ideal burst is 0.373~mW. It stays above the input for $\ln(3.73)/\kappa=277$~ps. The ring stores 81~fJ, of which 78~fJ leave in the burst. Filling it to within 1\% of the full burst takes $5.3\times421~{\rm ps}\simeq2.2$~ns.

The round trip lowers the abrupt burst to $3.73(1-0.0209/2)P=3.69P$, as the iterated ring also gives. With a 20~ps linear fall, $\tau=0.0475$ and Eq.~(\ref{eq:fast}) gives $3.56P$; the ring gives $3.55P$. There is no further 1\% reduction because of the cancellation derived above. It was derived for a fall of whole turns, and for the 4.5 turns here it is still nearly complete.

\subsection{Other imperfections}

A modulator with 30~dB extinction leaves an input amplitude $\epsilon=10^{-30/20}=0.032$. If its phase is unchanged, this remnant opposes the leaking wave, and the peak falls to $3.44P$. A detector with a single-pole bandwidth of 50~GHz then records $3.32P$.

Roughness can couple the circulating mode to its counter-propagating partner $b$ at a rate $\beta$. For lossless coupling and equal decay rates,
\begin{equation}
\dot a=-\frac\kappa2a+i\beta b+\sqrt{\kappa_e}\,s,\qquad
\dot b=-\frac\kappa2b+i\beta a .
\end{equation}
In steady state $b=2i\beta a/\kappa$. Substitution gives $(\kappa/2)(1+4\beta^2/\kappa^2)a=\sqrt{\kappa_e}\,s$, so the burst is multiplied by $(1+4\beta^2/\kappa^2)^{-2}$. For $\beta/2\pi=50$~MHz, a rough value that varies between devices, this factor is 0.966.

Temperature matters more. With a rough effective-index slope of $2.5\times10^{-5}$~K$^{-1}$, an uncorrected drift of 0.1~K moves the resonance by 0.61 half linewidths. Equation~(\ref{eq:detuning}) then leaves a fraction $1/(1+0.61^2)=0.73$ of the burst. With backscatter included, the detected peak is about $3.32\times0.966\simeq3.2P$ when tuned. After the drift it is about $2.4P$, from the two mode equations solved with the detuning, the switch and the detector together.

The light itself shifts the resonance less at this power. The circulating 18~mW gives a Kerr shift of 0.001 half linewidths, for a rough nonlinear index and mode area. If all 13~$\mu$W lost inside became heat, a rough thermal resistance of 1000~K/W would give 0.013~K and a shift of 0.08 half linewidths. That would cost 0.7\% of the burst if left uncorrected. Both shifts grow in proportion to the circulating power, so at 1~mW input held on resonance the heating shift would be about 0.8 half linewidths, and the laser would have to follow it.

\subsection{Comparison with real devices}

The loss assumed here is low, and a lossier waveguide weakens the burst. At 0.5~dB/cm, with the coupling unchanged, $\kappa_i$ rises to 1.64~ns$^{-1}$. Then $\eta=4.59/6.23=0.74$ and the ideal burst is only $2.2P$. Among the imperfections estimated above for the low-loss ring at 0.1~mW input, mistuning costs the most: 27\% for a 0.1~K drift. In silicon, two 0.8~eV photons together exceed the band gap, so two-photon absorption and the carriers it creates add power-dependent loss and detuning that this linear model omits.

\section{Choosing the coupling}

Stronger coupling raises $\eta$ but shortens the lifetime, which demands a faster switch. For a tuned ring with small losses and a linear fall lasting at least several turns, use $\eta^2\simeq1-2\kappa_i/\kappa$ in Eq.~(\ref{eq:fast}):
\begin{equation}
\frac{P_{\rm peak}}{P}\simeq4\left(1-\frac{2\kappa_i}{\kappa}-\frac{\kappa T_f}{2}\right).
\end{equation}
At fixed $\kappa_i$ and $T_f$, the derivative with respect to $\kappa$ vanishes when $2\kappa_i/\kappa^2=T_f/2$. Thus
\begin{equation}
\kappa_{\rm opt}=2\sqrt{\frac{\kappa_i}{T_f}},\qquad
\frac{P_{\rm peak}}{P}\simeq4\left(1-2\sqrt{\kappa_iT_f}\right),
\label{eq:opt}
\end{equation}
provided $\kappa_iT_f\ll1$. For the example, $\kappa_{\rm opt}=2\sqrt{0.164/0.020}\simeq5.7$~ns$^{-1}$ and Eq.~(\ref{eq:fast}), without the expansion, gives a peak of $3.56P$. This is only about $0.01P$ above the peak at the chosen 4.755~ns$^{-1}$, so for a tuned ring without backscatter, changing the coupler would gain little. Backscatter and detuning cost less at larger $\kappa$ and move the optimum up. With the extinction and backscatter above, the best undetected peak is about $3.39P$ near $\kappa\simeq7.7$~ns$^{-1}$, against $3.32P$ at the chosen coupling. With the 0.1~K drift added, it is about $3.2P$ near $\kappa\simeq13$~ns$^{-1}$, against $2.5P$. A faster modulator or lower propagation loss would gain more, because the deficit from four at the best coupling scales as $\sqrt{\kappa_iT_f}$. This scaling ends when the fall becomes shorter than about one round trip; the round trip itself then limits the burst.

At a given coupling, tuning sets a further requirement, which stronger coupling relaxes because $x_\delta=2\delta/\kappa$. Keeping its cost below 1\% needs $|x_\delta|<0.1$. Here that means holding the temperature to about $0.1~{\rm K}\times0.1/0.61\simeq0.016$~K, or locking the laser to the ring with equal accuracy. The dip in Eq.~(\ref{eq:dip}) is still 13\% deep at $\eta=0.965$, so it can serve for coarse tuning. The parameters of the example ring are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
High-finesse ring, kappa*T = 0.0010; powers in units of P
eta 1.0: steady 1.000, burst 3.998, after sign flip 8.994
eta 0.9: steady 0.640, burst 3.238, after sign flip 7.835
eta 0.7: steady 0.160, burst 1.959, after sign flip 5.757
eta 0.5: steady 0.000, burst 1.000, after sign flip 3.998
eta 0.3: steady 0.160, burst 0.360, after sign flip 2.559
lossless charging deficit: 4.000 P/kappa
lossless burst energy: 4.000 P/kappa
eta 0.9, fall tau = 0.05: peak 3.083 P
eta 0.9, fall tau = 0.25: peak 2.536 P
eta 0.9, fall tau = 0.60: peak 1.832 P
eta 0.9, fall tau = 2.00: peak 0.952 P
EXAMPLE: wavelength 1550 nm, radius 100 um
group index 2.1, loss 0.05 dB/cm
power coupling 0.020, input 0.100 mW
round-trip time: 4.40 ps
free spectral range: 227.2 GHz
kappa_e: 4.590 1/ns
kappa_i: 0.164 1/ns
kappa: 4.755 1/ns
linewidth kappa/2pi: 757 MHz
amplitude lifetime 2/kappa: 421 ps
loaded Q: 2.56e+05, finesse: 300
eta: 0.9654
steady output (2 eta - 1)^2: 0.867 P
ideal burst 4 eta^2: 3.728 P = 0.373 mW
burst of the turn-by-turn ring: 3.690 P
time above input power, formula: 277 ps
time above input power, ring: 277 ps
stored energy: 81.2 fJ
burst energy eta*U: 78.4 fJ
burst energy, ring sum: 78.4 fJ
circulating power: 18.4 mW
NEGLECTED EFFECTS
fall time 20 ps: tau = 0.0475
peak with this fall, formula: 3.556 P
peak with this fall, ring: 3.553 P
and 30 dB extinction: 3.441 P
and 50 GHz detector: 3.324 P
backscatter beta/2pi 50 MHz: factor 0.966
Kerr n2 2.4e-19 m2/W, mode area 1.0 um2
Kerr shift / half linewidth: 0.0011
power lost inside: 13.3 uW
heating at 1000 K/W, all absorbed: 0.0133 K
heating shift / half linewidth: 0.081
index slope 2.5e-05 1/K, ambient drift 0.1 K
drift shift / half linewidth: 0.609
burst factor left after drift: 0.730
photon energy: 0.800 eV
\end{verbatim}
